# Does an element threshold bound the error of a truncated overlap matrix?

## The argument under review

The manuscript proposes to make an overlap matrix sparse by deleting its small elements. Its justification can be put in three sentences:

> The basis consists of 1000 normalized Gaussians, and the lowest eigenvalue of their overlap matrix is 0.0033. We set to zero every off-diagonal element smaller than $\tau=0.001$, so the matrix changes by less than 0.001. Since 0.001 is smaller than 0.0033, the truncated matrix is still positive definite.

The first sentence is correct for the basis in question, which is examined below. The third would follow if "changes by less than 0.001" meant that no eigenvalue moves by more than 0.001. My question concerns the second sentence: does a limit on each deleted element give that limit on the matrix?

## What has to be small

Let $\phi_1,\dots,\phi_N$ be real, normalized, linearly independent functions with overlaps $S_{ij}=\langle\phi_i|\phi_j\rangle$. Then $S$ is symmetric with unit diagonal, and for any real coefficient vector $x\neq0$

$$
x^{T}Sx=\Big\langle \sum_i x_i\phi_i\Big|\sum_j x_j\phi_j\Big\rangle>0 .
$$

This number is the squared norm of a function, which is why $S$ must be positive definite. The truncation keeps the diagonal and deletes $S_{ij}$, $i\ne j$, when $|S_{ij}|<\tau$. Write

$$
S=T+E,
$$

where $T$ is the matrix that is kept and $E$ holds the deleted elements. Both are symmetric. All these quantities are dimensionless.

The manuscript controls $\max|E_{ij}|$. What enters the squared norm of a function is $x^TEx$, in which many elements act together. The appropriate measure is the spectral norm

$$
\|E\|_2=\max_{\|x\|=1}\|Ex\| .
$$

For symmetric $E$ this is the largest $|\lambda|$ among its eigenvalues. To see this, expand $x=\sum_k a_kq_k$ in orthonormal eigenvectors. Then $\|Ex\|^2=\sum_k\lambda_k^2a_k^2$, which for $\sum_k a_k^2=1$ is largest when all the weight lies on the eigenvector with the largest $|\lambda_k|$. By the Cauchy–Schwarz inequality, $|x^TEx|\le\|x\|\,\|Ex\|\le\|E\|_2$ for every unit vector $x$.

## What the threshold does guarantee

Let $\lambda$ be an eigenvalue of $E$ with $|\lambda|=\|E\|_2$, and let $x_i$ be the component of its eigenvector with the largest magnitude. Row $i$ of $Ex=\lambda x$ gives

$$
|\lambda|\,|x_i|=\Big|\sum_jE_{ij}x_j\Big|\le\sum_j|E_{ij}|\,|x_j|\le r_i|x_i|,
\qquad r_i=\sum_j|E_{ij}| .
$$

Division by $|x_i|>0$ shows that $\|E\|_2\le\max_i r_i$. In the other direction, let $e_j$ be the unit vector with a single 1 in position $j$. The vector $Ee_j$ is column $j$ of $E$, so $|E_{ij}|\le\|Ee_j\|\le\|E\|_2$.

If at most $m$ nonzero elements are deleted in any row, then $r_i\le m\max|E_{ij}|$. Provided something is deleted, the complete chain is

$$
\max|E_{ij}|\le\|E\|_2\le\max_i r_i\le m\max|E_{ij}|<m\tau .
$$

The threshold therefore bounds the matrix error by $m\tau$. The manuscript has omitted the factor $m$.

One might hope that this factor comes from a wasteful estimate. It does not. Take $n$ functions whose mutual overlaps all equal $s$, with $0<s<\tau$. Every off-diagonal element is deleted, so $m=n-1$. Acting on the vector $(1,\dots,1)$, $E$ adds up $n-1$ equal numbers in each row:

$$
E\,(1,\dots,1)^T=(n-1)s\,(1,\dots,1)^T .
$$

Hence $\|E\|_2\ge ms$, and the chain gives $\|E\|_2\le ms$, so the two are equal. As $s$ approaches $\tau$ from below, the error approaches $m\tau$. It does not reach that value, because the deletion rule is a strict inequality.

Could the signs of the elements rescue the argument? Suppose that all $n$ rows lose $m$ elements of magnitude $s$, with any signs. The sum of the squares of all elements equals the trace of $E^2$, which is the sum of the squared eigenvalues:

$$
nms^2=\sum_{ij}E_{ij}^2=\sum_k\lambda_k^2\le n\|E\|_2^2
\quad\Longrightarrow\quad \|E\|_2\ge s\sqrt m .
$$

Cancellation can lower the error from $ms$ towards $s\sqrt m$, but no further. For $m=100$ and $s=0.0099$, equal signs give 0.99 and the floor is 0.099. One matrix with randomly drawn signs gave 0.196, about twenty times the size of its elements. Overlaps of s Gaussians are all positive, so in the manuscript's basis the row sums contain no cancellation at all.

## From matrix error to loss of positivity

A large error need not make $T$ indefinite. In the example of equal overlaps, $T$ is the unit matrix, which is positive definite although it is a poor approximation to $S$. The third sentence of the argument therefore needs its own analysis.

The lowest eigenvalue of a symmetric matrix is the minimum of its quadratic form over unit vectors. With $T=S-E$,

$$
\lambda_{\min}(T)=\min_{\|x\|=1}\left(x^TSx-x^TEx\right)
\ge\lambda_{\min}(S)-\|E\|_2\ge\lambda_{\min}(S)-\max_i r_i .
$$

For an upper bound, insert the normalized lowest eigenvector $v$ of $S$ as a trial vector:

$$
\lambda_{\min}(T)\le v^TTv=\lambda_{\min}(S)-v^TEv .
$$

Two criteria follow. If $\max_i r_i<\lambda_{\min}(S)$, then $T$ is certainly positive definite. If $v^TEv>\lambda_{\min}(S)$, then $T$ certainly has a negative eigenvalue. It must then have a positive one too, since its eigenvalues add up to its trace $N>0$; such a matrix is indefinite. If the spectral norm itself is known, the first inequality gives a sharper form of the first criterion: $\|E\|_2<\lambda_{\min}(S)$ already makes $T$ positive definite. When $v^TEv\le\lambda_{\min}(S)\le\|E\|_2$, these bounds do not settle whether $T$ has a negative eigenvalue.

## A counterexample that can be solved by hand

Consider one central function and $n$ outer functions. The centre overlaps each outer function by $c>\tau$, which is kept. The outer functions overlap one another by $s<\tau$, with $s>0$, and these elements are deleted. Set $g=(n-1)s$, the overlap deleted from each outer row.

First take vectors with no component on the centre and outer components that sum to zero. The central row then gives $c\sum_jx_j=0$. An outer row gives

$$
x_i+s\sum_{j\ne i}x_j=x_i+s(0-x_i)=(1-s)x_i .
$$

There are $n-1$ independent vectors of this kind, all with the positive eigenvalue $1-s$.

The remaining two eigenvectors lie in the space spanned by the centre $e_0$ and the uniform outer vector $u=(0,1,\dots,1)/\sqrt n$. Acting with $S$ on each,

$$
Se_0=e_0+c\sqrt n\,u,\qquad Su=c\sqrt n\,e_0+(1+g)\,u .
$$

The eigenvalue condition is $(1-\lambda)(1+g-\lambda)-nc^2=0$. With $\mu=\lambda-1$ it becomes $\mu^2-g\mu-nc^2=0$, so

$$
\lambda_\pm(S)=1+\frac g2\pm\sqrt{\frac{g^2}{4}+nc^2} .
$$

Truncation sets $s$, and hence $g$, to zero:

$$
\lambda_\pm(T)=1\pm c\sqrt n .
$$

The product $\lambda_+\lambda_-$ for $S$ is the determinant $1+g-nc^2$. Since $\lambda_+>0$, $S$ is positive definite when $nc^2<1+g$. The truncated matrix has a negative eigenvalue when $nc^2>1$. Both happen together in the window

$$
\frac1n<c^2<\frac{1+g}{n} .
$$

Now take $n=101$, $\tau=0.01$, $s=0.0099$ and $c=0.12$. Then $g=100\times0.0099=0.99$ and $nc^2=101\times0.0144=1.4544$, which lies between 1 and 1.99. The lowest eigenvalues are

$$
\lambda_-(S)=1.495-\sqrt{0.2450+1.4544}=0.191,
\qquad
\lambda_-(T)=1-\sqrt{1.4544}=-0.206 .
$$

The lowest eigenvalue of $S$ is 19 times the threshold, and the truncated matrix is nevertheless indefinite. The spectral norm of $E$ is 0.99, or 99 times the threshold.

The failure has a direct meaning. Let $\Phi$ be the sum of the outer functions. Its overlap with the centre is $nc=12.12$, and its squared norm is $n(1+g)=201$. The Cauchy–Schwarz inequality requires $(nc)^2\le n(1+g)$, and indeed $147<201$. After truncation the overlap with the centre is unchanged, but the squared norm of $\Phi$ is recorded as $n=101$. No functions can have such overlaps, since $147>101$. The small elements carried almost half of the squared norm of $\Phi$.

The objection that this matrix might not come from actual functions can also be answered. A positive definite matrix has a Cholesky factorization $S=LL^T$. With orthonormal functions $\chi_k$, the combinations $\phi_i=\sum_kL_{ik}\chi_k$ have overlaps $\sum_kL_{ik}L_{jk}=S_{ij}$, as required.

## The manuscript's own basis

The basis in the argument is a $10\times10\times10$ simple cubic array of equal s Gaussians, with exponent $\alpha=0.35$ bohr$^{-2}$ and spacing $a=2$ bohr. A normalized Gaussian centred at $\mathbf A$ is $(2\alpha/\pi)^{3/4}e^{-\alpha|\mathbf r-\mathbf A|^2}$. For two centres a distance $R$ apart, with midpoint $\mathbf P$,

$$
\alpha|\mathbf r-\mathbf A|^2+\alpha|\mathbf r-\mathbf B|^2
=2\alpha|\mathbf r-\mathbf P|^2+\tfrac12\alpha R^2 .
$$

The integral of $e^{-2\alpha|\mathbf r-\mathbf P|^2}$ is $(\pi/2\alpha)^{3/2}$, which cancels the normalization factor $(2\alpha/\pi)^{3/2}$. The overlap is therefore $e^{-\alpha R^2/2}$. With $R^2=a^2d$, where $d=\Delta_x^2+\Delta_y^2+\Delta_z^2$ is the squared distance in units of the spacing, it equals $e^{-0.7d}$.

Nearest neighbours overlap by 0.497. The threshold 0.001 falls between $d=9$, with overlap 0.00184, and $d=10$, with overlap 0.00091. All elements with $d\ge10$ are deleted.

Because $e^{-0.7d}$ is a product of one factor for each direction, products of three eigenvectors of a ten-function chain are eigenvectors of $S$, and their eigenvalues are products of chain eigenvalues. These are all positive, so the lowest eigenvalue of $S$ is the cube of the lowest chain value: $0.14837^3=0.00327$. This confirms the manuscript's first sentence.

The second sentence fails. The computed error norm is $\|E\|_2=0.027$, or 27 times the threshold. The largest deleted row sum is 0.041, consistent with the bound. The mean row sum, 0.024, is a lower bound here: for the uniform unit vector $w$, $w^TEw=N^{-1}\sum_{ij}E_{ij}$, which is the mean row sum because the elements are not negative.

The crude ceiling is far higher. Up to 971 elements are deleted in a row, giving $m\tau=0.97$, about 35 times the actual norm. The count $m$ gives a vanishingly small overlap between distant functions the same weight as one just below the threshold. The ceiling $m\tau$ is thus a limit on what can happen, not an estimate of what does.

The third sentence fails as well. The truncated matrix has four negative eigenvalues, the lowest being $-0.0056$. A Cholesky factorization of $T$ breaks down. So does orthogonalization with a real $T^{-1/2}$, since that would require the square root of a negative number.

## Which deleted elements do the damage

The computed lowest eigenvector $v$ of $S$ changes sign from each site to its nearest neighbours. It describes a combination of overlapping Gaussians that nearly cancel, which is why its squared norm is as small as 0.0033.

For two sites separated by $(\Delta_x,\Delta_y,\Delta_z)$, the product $v_iv_j$ has the sign $(-1)^{\Delta_x+\Delta_y+\Delta_z}$. An integer and its square are both even or both odd, so this sign equals $(-1)^d$. Since the overlaps are positive, deleted shells with even $d$ contribute positively to $v^TEv$ and those with odd $d$ negatively. The computed contributions are:

| $d$ | neighbours | part of $v^TEv$ |
|---|---:|---:|
| 10 | 24 | +0.0147 |
| 11 | 24 | −0.0070 |
| 12 | 8 | +0.0011 |
| 13 | 24 | −0.0016 |
| 14 | 48 | +0.0015 |

The neighbour numbers refer to a site far enough from the surface to have the complete shell. All deleted shells together give $v^TEv=0.0087$, which exceeds $\lambda_{\min}(S)$. The trial-vector bound then reads

$$
\lambda_{\min}(T)\le0.0033-0.0087=-0.0054 ,
$$

close to the computed $-0.0056$. The cut falls just before the shell $d=10$, whose positive contribution is the largest among those deleted. Each of its elements is below 0.001, but together they supply 0.0147 to a squared norm of 0.0033.

## What the manuscript should do instead

The quantity to control is the deleted row sum. Choose an error target $\varepsilon$, add up the magnitudes of the deleted elements in each row, and lower $\tau$ until $\max_i r_i\le\varepsilon$. Then $\|E\|_2\le\varepsilon$, and $T$ is positive definite if $\varepsilon<\lambda_{\min}(S)$. With the target $\varepsilon=0.001$ that the manuscript had in mind, successive halving of $\tau$ gives:

| $\tau$ | $\max r_i$ | $\Vert E\Vert_2$ | $\lambda_{\min}(T)$ |
|---|---:|---:|---:|
| 1.0e-3 | 0.0405 | 0.0274 | −0.0056 |
| 5.0e-4 | 0.0186 | 0.0121 | +0.0083 |
| 2.5e-4 | 0.0078 | 0.0048 | +0.0023 |
| 1.3e-4 | 0.0060 | 0.0037 | +0.0034 |
| 6.3e-5 | 0.0033 | 0.0019 | +0.0018 |
| 3.1e-5 | 0.0006 | 0.0003 | +0.00335 |

The target is met at $\tau=3.1\times10^{-5}$, a threshold 32 times smaller than the original. Since $\tau$ was halved at each step, this locates the largest adequate threshold only to within a factor of two. The price is moderate: the average number of elements kept per row, including the diagonal, rises from 85 to 156 out of 1000.

The second line of the table deserves attention. At $\tau=5\times10^{-4}$ the matrix is already positive definite, although its row sum is well above $\lambda_{\min}(S)$. The row-sum criterion is sufficient, not necessary. But the lowest eigenvalue is now 0.0083 instead of 0.0033, so a successful Cholesky factorization is no evidence of accuracy. The shell $d=10$ has been restored while the shell $d=11$ is still missing. For the vector $v$ this changes $v^TEv$ from $0.0087$ to $0.00868-0.01474=-0.0061$, so the truncated matrix now overestimates the squared norm of that combination. The lowest eigenvalue does not approach its correct value steadily as $\tau$ falls.

Positivity also does not ensure an accurate inverse. From $T^{-1}-S^{-1}=T^{-1}(S-T)S^{-1}=T^{-1}ES^{-1}$, and from $\|S^{-1}\|_2=1/\lambda_{\min}(S)$, the error relative to $\|S^{-1}\|_2$ obeys

$$
\frac{\|T^{-1}-S^{-1}\|_2}{\|S^{-1}\|_2}\le\|T^{-1}\|_2\|E\|_2
\le\frac{\|E\|_2}{\lambda_{\min}(S)-\|E\|_2},
$$

provided $\|E\|_2<\lambda_{\min}(S)$. For the last line of the table the bound is $0.00034/(0.00327-0.00034)=0.12$. This bound alone guarantees only 12 per cent in the inverse, even though the matrix itself is accurate to 0.0003. It is a ceiling: with the computed $\lambda_{\min}(T)=0.00335$ the first inequality gives $0.00034/0.00335=0.10$, and direct inversion gives an actual relative error of 0.024, still far larger than the error of the matrix. To guarantee an accurate inverse from this bound, $\varepsilon$ must be small compared with $\lambda_{\min}(S)$, not merely below it.

Two practical conditions apply. Elements must be deleted in symmetric pairs, as a common threshold does automatically. And if distant elements are never computed, a bound on their sum must be included in $r_i$. For Gaussians on a lattice such a bound exists for any cluster size, because the sum of $e^{-0.7d}$ over the infinite lattice is the cube of the convergent sum $\sum_k e^{-0.7k^2}$, with $k$ running over all integers. The full sum is 9.5, too large to use directly. The useful bound is its tail over the deleted shells, obtained by subtracting the kept terms: 0.0405 for $d\ge10$ and 0.0006 for $d\ge16$. At fixed spacing, exponent and threshold, the deleted row sum therefore stays bounded as the cluster grows, even though $m$ increases with the number of functions. The eigenvalue it must be compared with does change: $\lambda_{\min}(S)$ falls from 0.0033 for ten sites per side towards 0.0019 for a very large cluster.

I recommend that the second sentence of the argument be replaced by: "We delete small elements such that the magnitudes deleted in any row add up to at most 0.001, so the spectral norm of the error is at most 0.001 and the lowest eigenvalue falls by at most 0.001." The third sentence then follows. The numerical check tests the bounds on $\|E\|_2$ and on $\lambda_{\min}(T)$, the solvable model and the cluster results; the bounds on the inverse and on the infinite-lattice sum rest on the derivations above.

## Table of computed values

```
Overlaps, eigenvalues, norms, tau: dimensionless
MODEL: one centre and n outer functions
n = 101, tau = 0.01, s = 0.0099, c = 0.12
dropped per outer row m = 100
largest dropped element = 0.0099
spectral norm of E = 0.9900
norm / tau = 99.0
ceiling m*tau = 1.0000
g = (n-1)*s = 0.9900, n*c^2 = 1.4544
lowest eigenvalue of S = 0.1914
lowest eigenvalue of T = -0.2060
c window for failure = 0.0995 to 0.1404
random signs: norm = 0.1957
any signs: floor s*sqrt(m) = 0.0990
CLUSTER: cubic array of s Gaussians
alpha = 0.35 bohr^-2, spacing = 2.0 bohr
functions = 10^3 = 1000, tau = 0.0010
nearest-neighbour overlap = 0.4966
overlap at squared distance 9 = 1.836e-03
overlap at squared distance 10 = 9.119e-04
same overlap by quadrature = 9.119e-04
largest dropped count m = 971, m*tau = 0.9710
dropped row sum: mean = 0.02402
dropped row sum: largest = 0.04051
spectral norm of E = 0.02745
norm / tau = 27.4
lowest eigenvalue of chain = 0.14837
lowest eigenvalue of S = 0.00327
lowest eigenvalue of T = -0.00557
negative eigenvalues of T = 4
v^T E v = 0.00868
lowest S minus v^T E v = -0.00541
squared distance, neighbours, part of v^T E v:
  10  24  +0.01474
  11  24  -0.00702
  12  8  +0.00111
  13  24  -0.00160
  14  48  +0.00153
CURE: largest dropped row sum <= 0.0010
tau, largest row sum, norm of E, lowest of T, kept/row:
  1.000e-03 0.04051 0.02745 -0.00557 85.3
  5.000e-04 0.01863 0.01207 +0.00828 100.4
  2.500e-04 0.00776 0.00481 +0.00230 114.0
  1.250e-04 0.00596 0.00366 +0.00342 118.1
  6.250e-05 0.00328 0.00195 +0.00180 131.6
  3.125e-05 0.00062 0.00034 +0.00335 155.7
tau reduced by a factor 32
```
